# Miniband Gap from Alternating Interlayer Hoppings in a Layered Oxide: a program that tests the result

```python
"""
Result under test: a stack with one s orbital per layer, equal site energies
and alternating nearest-layer hoppings t1, t2 has, at fixed in-plane
wavevector, a miniband gap 2*| |t1| - |t2| |.
Hamiltonian elements are -t1, -t2; d is the two-layer repeat length.
a, t_plane: lattice constant and hopping of a triangular layer.
D: s-level minus oxygen p-level energy in a chain with explicit oxygen.
Energies in eV, lengths in nm, fields in V/nm unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const

HB2_ME = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2


def chain(hops, cells, onsite=None, second=0.0, closed=True):
    """Real-space Hamiltonian of a periodic ring or an open chain."""
    p = len(hops)
    size = p * cells
    H = np.zeros((size, size))
    for i in range(size if closed else size - 1):
        j = (i + 1) % size
        H[i, j] -= hops[i % p]
        H[j, i] -= hops[i % p]
    if second:
        for i in range(size):
            j = (i + 2) % size
            H[i, j] += second
            H[j, i] += second
    if onsite is not None:
        H += np.diag(np.tile(onsite, cells))
    return H


def gap_above(H, filled):
    levels = np.linalg.eigvalsh(H)
    return levels[filled] - levels[filled - 1]


def bloch_levels(hops, onsite, phase):
    p = len(hops)
    H = np.zeros((p, p), complex)
    for i in range(p):
        H[i, (i + 1) % p] -= hops[i] * (np.exp(1j * phase) if i == p - 1 else 1)
    return np.linalg.eigvalsh(H + H.conj().T + np.diag(onsite))


def mass_from_band(hops, onsite, band, length):
    step = 0.01
    rise = (bloch_levels(hops, onsite, step)[band]
            - bloch_levels(hops, onsite, 0.0)[band])
    return HB2_ME / (length**2 * 2 * rise / step**2)


# Inputs of the worked example
t1, t2, d = 1.8, 1.4, 0.60
a, t_plane = 0.33, 0.85
site_difference = 1.0
D = 3.5
field = 0.1                 # V/nm, equal to 1 MV/cm
density_cm3 = 1e20
temperature = 300.0
mobilities = (50.0, 10.0)   # cm2/Vs
cells = 60
total, half_gap = t1 + t2, abs(t1 - t2)

# Main result: real-space rings, both relative signs, and complex hoppings
gap = gap_above(chain([t1, t2], cells), cells)
assert abs(gap - 2 * half_gap) < 1e-10
assert abs(gap_above(chain([t1, -t2], cells), cells) - 2 * half_gap) < 1e-10
assert gap_above(chain([t1, -t1], cells), cells) < 1e-10
rng = np.random.default_rng(4)
for _ in range(5):
    u = rng.uniform(0.3, 1.0) * np.exp(2j * np.pi * rng.random())
    v = rng.uniform(1.2, 2.0) * np.exp(2j * np.pi * rng.random())
    phases = np.linspace(0, 2 * np.pi, 20001)
    matrices = np.zeros((phases.size, 2, 2), complex)
    matrices[:, 0, 1] = -(u + v * np.exp(-1j * phases))
    matrices[:, 1, 0] = matrices[:, 0, 1].conj()
    bands = np.linalg.eigvalsh(matrices)
    found = bands[:, 1].min() - bands[:, 0].max()
    assert abs(found - 2 * abs(abs(u) - abs(v))) < 1e-5

levels = np.linalg.eigvalsh(chain([t1, t2], cells))
axis_width = levels[-1] - levels[0]
gap_start = levels[cells - 1] - levels[0]
assert abs(axis_width - 2 * total) < 1e-10
assert abs(gap_start - 2 * min(t1, t2)) < 1e-10

# Mass along the stack
mass_z = HB2_ME * total / (t1 * t2 * d**2)
assert abs(mass_from_band([t1, t2], [0, 0], 0, d) / mass_z - 1) < 1e-3

# Unequal sites, same-sublattice hopping, three-layer period
delta = site_difference / 2
gap_sites = gap_above(chain([t1, t2], cells, [delta, -delta]), cells)
assert abs(gap_sites - 2 * np.hypot(delta, half_gap)) < 1e-10
limit_second = min(t1, t2) / 2
for second in (-0.95 * limit_second, 0.3, 0.95 * limit_second):
    changed = gap_above(chain([t1, t2], cells, second=second), cells)
    assert abs(changed - 2 * half_gap) < 1e-10
for second in (-0.8, 0.8):
    changed = gap_above(chain([t1, t2], cells, second=second), cells)
    assert changed < 2 * half_gap - 0.1
gap_three = gap_above(chain([t1, t1, t2], cells), cells)
assert abs(gap_three - abs(3*t2 - np.sqrt(t2**2 + 8*t1**2)) / 2) < 1e-10
assert abs(gap_three - 2 * half_gap) > 0.1

# In-plane motion: explicit three-dimensional periodic cluster
side, z_cells = 12, 4
shift = np.roll(np.eye(side), 1, axis=0)
one = np.eye(side)
bonds = np.kron(shift, one) + np.kron(one, shift) + np.kron(shift, shift)
plane = -(bonds + bonds.T)
plane_levels = np.linalg.eigvalsh(plane)
plane_width = t_plane * (plane_levels[-1] - plane_levels[0])
assert abs(plane_width - 9 * t_plane) < 1e-9
stack = chain([t1, t2], z_cells)


def cluster(hopping):
    return (np.kron(hopping * plane, np.eye(len(stack)))
            + np.kron(np.eye(side**2), stack))


narrow = 0.05
gap_narrow = gap_above(cluster(narrow), side**2 * z_cells)
assert abs(gap_narrow - (2 * half_gap - 9 * narrow)) < 1e-9
cluster_levels = np.linalg.eigvalsh(cluster(t_plane))
window_center = t_plane * plane_levels[0]
levels_inside = int(np.sum(abs(cluster_levels - window_center)
                           < half_gap - 1e-6))
assert levels_inside > 0


def plane_energy(kx, ky):
    return -2 * t_plane * (np.cos(kx * a)
                           + 2*np.cos(kx*a/2) * np.cos(np.sqrt(3)*ky*a/2))


mass_plane = HB2_ME / (3 * t_plane * a**2)
dk = 0.02
for kx, ky in ((dk, 0.0), (0.0, dk)):
    curvature = 2 * (plane_energy(kx, ky) - plane_energy(0, 0)) / dk**2
    assert abs(HB2_ME / curvature / mass_plane - 1) < 1e-3

# End states of finite films
weak, strong = min(t1, t2), max(t1, t2)
end_E, end_v = np.linalg.eigh(chain([weak, strong], cells, closed=False))
inside = np.where(abs(end_E) < half_gap / 2)[0]
assert len(inside) == 2
vector = end_v[:, inside[0]]
assert abs(vector[2] / vector[0] + weak / strong) < 1e-5
other_E = np.linalg.eigvalsh(chain([strong, weak], cells, closed=False))
assert np.all(abs(other_E) > half_gap - 1e-9)
decay_length = d / np.log(strong / weak)

# Explicit oxygen: couplings set so the eliminated hoppings at mid-gap are t1, t2
V1, V2 = np.sqrt(t1 * (D + total)), np.sqrt(t2 * (D + total))
oxygen_hops, oxygen_sites = [V1, -V1, V2, -V2], [0.0, -D, 0.0, -D]
gap_oxygen = gap_above(chain(oxygen_hops, cells, oxygen_sites), 3 * cells)
edges = [-D / 2 + np.sqrt(D**2 / 4 + 2 * V**2) for V in (V1, V2)]
assert abs(gap_oxygen - abs(edges[0] - edges[1])) < 1e-9
metal_weight = (D + total) / (D + 2 * total)
assert abs(metal_weight * 2 * half_gap / gap_oxygen - 1) < 0.01
fundamental = gap_above(chain(oxygen_hops, cells, oxygen_sites), 2 * cells)
assert abs(fundamental - D) < 1e-9
mass_oxygen = mass_from_band(oxygen_hops, oxygen_sites, 2, d)
mass_oxygen_formula = HB2_ME * D * (V1**2 + V2**2) / (V1**2 * V2**2 * d**2)
assert abs(mass_oxygen / mass_oxygen_formula - 1) < 1e-3

# Tunnelling: time evolution across one zone, evenly spaced layers
steps = 8000
dx = np.pi / steps
state = np.array([1, 1], complex) / np.sqrt(2)
for n in range(steps):
    x = (n + 0.5) * dx
    h = -(t1 * np.exp(1j * x) + t2 * np.exp(-1j * x))
    size = abs(h)
    angle = size * dx * 2 / (field * d)
    H_state = np.array([h * state[1], np.conj(h) * state[0]])
    state = np.cos(angle) * state - 1j * np.sin(angle) * H_state / size
tunnel_direct = abs((state[0] + state[1]) / np.sqrt(2))**2
field_scale = np.pi * half_gap**2 / (d * np.sqrt(t1 * t2))
tunnel_formula = np.exp(-field_scale / field)
# The formula linearizes the bands and ignores small zone-center transitions.
assert abs(tunnel_direct / tunnel_formula - 1) < 0.10

# Filling, temperature and lifetime
density = density_cm3 * 1e-21
mass_dos = (mass_z * mass_plane**2)**(1 / 3)
fermi = HB2_ME / (2 * mass_dos) * (3 * np.pi**2 * density)**(2 / 3)
grid = (np.arange(80) + 0.5) / 80 * 4.4 - 2.2
KX, KY, KZ = np.meshgrid(grid, grid, grid, indexing="ij")
energy = (plane_energy(KX, KY) - plane_energy(0, 0) + total
          - np.sqrt(t1**2 + t2**2 + 2 * t1 * t2 * np.cos(KZ * d)))
counted = 2 * np.sum(energy < fermi) * (grid[1]-grid[0])**3 / (2*np.pi)**3
# Nonparabolic bands account for a difference of a few percent.
assert abs(counted / density - 1) < 0.08
kT = const.k * temperature / const.e
log_thermal = -gap_start / kT / np.log(10)
broadening = [const.hbar / (mu * 1e-4 * mass_z * const.m_e)
              for mu in mobilities]

print(f"Larger hopping t1: {t1:.2f} eV")
print(f"Smaller hopping t2: {t2:.2f} eV")
print(f"Two-layer repeat d: {d:.2f} nm")
print(f"In-plane lattice constant a: {a:.2f} nm")
print(f"In-plane hopping: {t_plane:.2f} eV")
print(f"Miniband gap from ring: {gap:.4f} eV")
print(f"Miniband gap: {gap * 1000:.1f} meV")
print(f"Total width along stack: {axis_width:.3f} eV")
print(f"Gap starts above band bottom: {gap_start:.3f} eV")
print(f"Mass along stack: {mass_z:.3f} electron masses")
print(f"Mass in plane: {mass_plane:.3f} electron masses")
print(f"Site-energy difference tried: {site_difference:.2f} eV")
print(f"Gap with site difference: {gap_sites:.3f} eV")
print(f"Largest harmless second hopping: {limit_second:.2f} eV")
print(f"Lower gap, three-layer period t1,t1,t2: {gap_three:.3f} eV")
print(f"In-plane band width: {plane_width:.2f} eV")
print(f"Cluster levels inside gap window: {levels_inside}")
print(f"Cluster levels in all: {len(cluster_levels)}")
print(f"Narrow-layer in-plane hopping: {narrow:.2f} eV")
print(f"Total gap for narrow layers: {gap_narrow:.3f} eV")
print(f"End-state amplitude decay length: {decay_length:.2f} nm")
print(f"Fundamental gap in oxygen model: {fundamental:.2f} eV")
print(f"Oxygen couplings V1, V2: {V1:.3f}, {V2:.3f} eV")
print(f"Metal weight at mid-gap: {metal_weight:.3f}")
print(f"Miniband gap with explicit oxygen: {gap_oxygen:.3f} eV")
print(f"Stack mass with oxygen: {mass_oxygen:.3f} electron masses")
print(f"Applied field: {field * 10:.2f} MV/cm")
print(f"Tunnelling field scale: {field_scale * 10:.2f} MV/cm")
print(f"Tunnelling per passage, formula: {tunnel_formula:.5f}")
print(f"Tunnelling per passage, evolution: {tunnel_direct:.5f}")
print(f"Electron density: {density_cm3:.1e} cm^-3")
print(f"Fermi energy above bottom: {fermi:.3f} eV")
print(f"Counted/assumed density: {counted / density:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT:.4f} eV")
print(f"log10 Boltzmann factor at gap start: {log_thermal:.1f}")
for mu, width in zip(mobilities, broadening):
    print(f"Broadening hbar/tau at {mu:.0f} cm2/Vs: {width:.3f} eV")
print("PASS")
```

Running it gives:

```
Larger hopping t1: 1.80 eV
Smaller hopping t2: 1.40 eV
Two-layer repeat d: 0.60 nm
In-plane lattice constant a: 0.33 nm
In-plane hopping: 0.85 eV
Miniband gap from ring: 0.8000 eV
Miniband gap: 800.0 meV
Total width along stack: 6.400 eV
Gap starts above band bottom: 2.800 eV
Mass along stack: 0.269 electron masses
Mass in plane: 0.274 electron masses
Site-energy difference tried: 1.00 eV
Gap with site difference: 1.281 eV
Largest harmless second hopping: 0.70 eV
Lower gap, three-layer period t1,t1,t2: 0.540 eV
In-plane band width: 7.65 eV
Cluster levels inside gap window: 12
Cluster levels in all: 1152
Narrow-layer in-plane hopping: 0.05 eV
Total gap for narrow layers: 0.350 eV
End-state amplitude decay length: 2.39 nm
Fundamental gap in oxygen model: 3.50 eV
Oxygen couplings V1, V2: 3.473, 3.063 eV
Metal weight at mid-gap: 0.677
Miniband gap with explicit oxygen: 0.542 eV
Stack mass with oxygen: 0.140 electron masses
Applied field: 1.00 MV/cm
Tunnelling field scale: 5.28 MV/cm
Tunnelling per passage, formula: 0.00511
Tunnelling per passage, evolution: 0.00508
Electron density: 1.0e+20 cm^-3
Fermi energy above bottom: 0.288 eV
Counted/assumed density: 1.015
Temperature: 300 K
Thermal energy: 0.0259 eV
log10 Boltzmann factor at gap start: -47.0
Broadening hbar/tau at 50 cm2/Vs: 0.086 eV
Broadening hbar/tau at 10 cm2/Vs: 0.431 eV
PASS
```
